# The low-energy limit of the Ziegler-Biersack-Littmark nuclear-stopping fit: verification in Python

```python
"""
Result under test: the ZBL nuclear-stopping fit
    s(eps) = ln(1 + c eps) / (2 (eps + B eps**q + C eps**0.5)),  eps <= 30,
tends to (c/2B) eps**(1-q), 1-q = 0.78774, as eps -> 0; this limiting term
overtakes the square-root term below eps_cross = (B/C)**(1/(0.5-q)).
The local exponent n = d ln s / d ln eps falls steadily, without a plateau.
eps: reduced energy; s: reduced stopping; lengths x, b in screening lengths.
The fit is also compared with classical scattering in the ZBL potential.
Example: iridium self-ions in solid iridium (eV, nm).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

c, B, q, C = 1.1383, 0.01321, 0.21226, 0.19593
h = 0.5 - q
limit_exponent = 1 - q
powers = np.array([1.0, q, 0.5])


def terms(eps):
    return np.array([eps, B * eps**q, C * eps**0.5])


def s_fit(eps):
    return np.log1p(c * eps) / (2 * terms(eps).sum(axis=0))


def measured_slope(func, eps, factor=1.001):
    """Logarithmic slope by central difference."""
    return np.log(func(eps * factor) / func(eps / factor)) / (2 * np.log(factor))


def log_part(eps):
    z = c * eps
    return z / ((1 + z) * np.log1p(z))


def exponent(eps):
    shares = terms(eps) / terms(eps).sum(axis=0)
    return log_part(eps) - powers @ shares


def exponent_slope(eps):
    shares = terms(eps) / terms(eps).sum(axis=0)
    variance = powers**2 @ shares - (powers @ shares)**2
    L = log_part(eps)
    return L * (1 / (1 + c * eps) - L) - variance


def find_exponent(target, low=-14.0, high=0.0):
    """Reduced energy at which the measured slope of the fit equals target."""
    return 10**brentq(lambda y: measured_slope(s_fit, 10**y) - target, low, high)


# Limit: slope and prefactor of the full fit at extremely small energy
tiny = 1e-60
prefactor = c / (2 * B)
assert abs(measured_slope(s_fit, tiny) - limit_exponent) < 1e-9
assert abs(s_fit(tiny) / (prefactor * tiny**limit_exponent) - 1) < 1e-9

# Local exponent and its slope against finite differences; steady fall
for e in (1e-9, 1e-5, 1e-3, 0.1, 5.0):
    assert abs(measured_slope(s_fit, e) - exponent(e)) < 1e-6
    step = 1e-4
    numeric = (exponent(e * np.exp(step)) - exponent(e * np.exp(-step))) / (2 * step)
    assert abs(numeric - exponent_slope(e)) < 1e-6
grid = np.logspace(-12, np.log10(30), 2000)
assert np.all(np.diff(exponent(grid)) < 0)

# Crossover: midpoint of the slope when only the two lower powers are kept
eps_cross = (B / C)**(1 / h)
midpoint = 0.5 * (limit_exponent + 0.5)


def s_two_terms(eps):
    return c * eps / (2 * (B * eps**q + C * eps**0.5))


eps_mid_two = 10**brentq(
    lambda y: measured_slope(s_two_terms, 10**y) - midpoint, -12, 0)
assert abs(eps_mid_two / eps_cross - 1) < 1e-6
eps_mid_full = find_exponent(midpoint)


def eps_within(delta):
    return eps_cross * (delta / (h - delta))**(1 / h)


# The formula omits the linear term, which matters more for the larger delta
eps_001 = find_exponent(limit_exponent - 0.01)
eps_005 = find_exponent(limit_exponent - 0.05)
assert abs(eps_within(0.01) / eps_001 - 1) < 0.01
assert abs(eps_within(0.05) / eps_005 - 1) < 0.08

# Largest share of the square-root term
eps_peak = (2 * h * B)**(1 / (1 - q))


def root_share(eps):
    return terms(eps)[2] / terms(eps).sum()


search = minimize_scalar(lambda y: -root_share(10**y), bounds=(-6, 0),
                         method="bounded", options={"xatol": 1e-8})
assert abs(10**search.x / eps_peak - 1) < 1e-4
assert abs(exponent(eps_peak) - (log_part(eps_peak) - 0.5)) < 1e-10
eps_upper = C**2
eps_n55, eps_n45 = find_exponent(0.55), find_exponent(0.45)

# Classical scattering in the ZBL universal potential
amplitude = np.array([0.18175, 0.50986, 0.28022, 0.02817])
decay = np.array([3.19980, 0.94229, 0.40290, 0.20162])


def screening(x):
    return sum(A * np.exp(-d * x) for A, d in zip(amplitude, decay))


def screening_derivative(x):
    return sum(-d * A * np.exp(-d * x) for A, d in zip(amplitude, decay))


node, weight = np.polynomial.legendre.leggauss(100)
phi, phi_weight = (node + 1) * np.pi / 4, weight * np.pi / 4
t_node, t_weight = np.polynomial.legendre.leggauss(200)
t_node, t_weight = (t_node + 1) / 2, t_weight / 2


def sin2_half_angle(apsis, eps, screen):
    """sin^2(theta/2) and b^2 for given distances of closest approach."""
    x0 = apsis[:, None]
    u = np.cos(phi)[None, :]
    v0 = screen(x0) / (x0 * eps)
    v = screen(x0 / u) * u / (x0 * eps)
    radial = np.sin(phi)[None, :]**2 - v + u**2 * v0
    integral = (np.sin(phi) / np.sqrt(radial)) @ phi_weight
    b_over_x = np.sqrt(np.maximum(1 - v0[:, 0], 0))
    return np.cos(b_over_x * integral)**2, (b_over_x * apsis)**2


# Check of the angle integral: unscreened Coulomb (Rutherford) scattering
apsis_test = np.array([2.2, 3.0, 10.0])
found, b2 = sin2_half_angle(apsis_test, 0.5, lambda x: np.ones_like(x))
assert np.allclose(found, 1 / (1 + 4 * 0.5**2 * b2), atol=1e-8)


def head_on(eps):
    return brentq(lambda x: np.log(screening(x) / (x * eps)), 1e-4, 2000,
                  xtol=1e-12, maxiter=500)


def s_scatter(eps):
    R, span = head_on(eps), 80.0
    x = R + span * t_node**2
    sin2, _ = sin2_half_angle(x, eps, screening)
    phi_x = screening(x)
    db2_dx = 2 * x - (phi_x + x * screening_derivative(x)) / eps
    return eps * np.sum(t_weight * 2 * span * t_node * sin2 * db2_dx)


for e in (0.01, 0.1, 1.0):
    assert abs(s_fit(e) / s_scatter(e) - 1) < 0.1
assert abs(s_fit(eps_cross) / s_scatter(eps_cross) - 1) < 0.2
n_scatter = {e: measured_slope(s_scatter, e, 1.2)
             for e in (eps_cross, 1e-12, 1e-20)}
assert limit_exponent < n_scatter[1e-12] < n_scatter[1e-20] < 1
hard_ratio = s_scatter(1e-20) / (0.5e-20 * head_on(1e-20)**2)
assert abs(hard_ratio - 1) < 0.1

# Iridium self-ions: conversion to eV and nm
Z, mass_u = 77, 192.22
lattice_nm, cohesive_eV, temperature = 0.384, 7.0, 300.0
bohr_nm = const.value("Bohr radius") * 1e9
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
a_nm = 0.8854 * bohr_nm / (2 * Z**0.23)
eps_per_eV = a_nm * 0.5 / (Z**2 * e2)
stop_unit = 4 * np.pi * a_nm * Z**2 * e2 * 0.5
assert abs(eps_per_eV / (32.53e-3 * 0.5 / (Z**2 * 2 * Z**0.23)) - 1) < 5e-3
assert abs(stop_unit / (np.pi * a_nm**2 / eps_per_eV) - 1) < 1e-10
density = 4 / lattice_nm**3
spacing = lattice_nm / np.sqrt(2)
v_bohr = const.alpha * const.c
thermal_eV = const.k * temperature / const.e


def electronic(E):
    """Lindhard-Scharff electronic stopping cross-section, eV nm^2."""
    speed = np.sqrt(2 * E * const.e / (mass_u * const.atomic_mass))
    return (8 * np.pi * e2 * bohr_nm * Z**(1 / 6) * Z**2
            / (2 * Z**(2 / 3))**1.5 * speed / v_bohr)


print(f"limiting exponent 1-q = {limit_exponent:.5f}")
print(f"limiting prefactor c/(2B) = {prefactor:.3f}")
print(f"h = 1/2-q = {h:.5f}, 1/h = {1/h:.4f}")
print(f"crossover eps_cross = {eps_cross:.3e}")
print(f"midpoint exponent = {midpoint:.4f}")
print(f"full-fit exponent at crossover = {exponent(eps_cross):.4f}")
print(f"full fit has midpoint exponent at eps = {eps_mid_full:.3e}")
print(f"within 0.05 of limit: eps, full fit = {eps_005:.3e}")
print(f"within 0.05 of limit: eps, formula = {eps_within(0.05):.3e}")
print(f"within 0.01 of limit: eps, full fit = {eps_001:.3e}")
print(f"within 0.01 of limit: eps, formula = {eps_within(0.01):.3e}")
print(f"largest root share at eps_p = {eps_peak:.3e}")
print(f"largest root share of D = {root_share(eps_peak):.4f}")
print(f"exponent at eps_p = {exponent(eps_peak):.4f}")
print(f"exponent change per decade at eps_p = "
      f"{exponent_slope(eps_peak)*np.log(10):.4f}")
print(f"s / pure root law at eps_p = "
      f"{s_fit(eps_peak)/(c/(2*C)*eps_peak**0.5):.4f}")
print(f"upper end of root region C^2 = {eps_upper:.4e}")
print(f"exponent 0.55 at eps = {eps_n55:.3e}, 0.45 at eps = {eps_n45:.3e}")
print("eps, s from fit, s from scattering, ratio fit/scattering:")
for e in (1.0, 0.1, 0.01, eps_cross, eps_001, 1e-12):
    f, g = s_fit(e), s_scatter(e)
    print(f"  {e:.3e}  {f:.4e}  {g:.4e}  {f/g:.3f}")
for e, n in n_scatter.items():
    print(f"scattering exponent at eps {e:.2e} = {n:.4f}")
print(f"scattering s / hard-sphere s at 1e-20 = {hard_ratio:.4f}")
print(f"Ir: Z = {Z}, mass = {mass_u} u, lattice = {lattice_nm} nm (rough)")
print(f"Ir screening length = {a_nm:.5f} nm")
print(f"Ir eps per eV = {eps_per_eV:.4e}")
print(f"Ir stopping unit = {stop_unit:.2f} eV nm^2")
print(f"Ir atom density = {density:.2f} nm^-3, spacing = {spacing:.4f} nm")
for name, e in (("crossover", eps_cross), ("root peak", eps_peak),
                ("root upper end", eps_upper)):
    E = e / eps_per_eV
    power = density * stop_unit * s_fit(e)
    print(f"{name}: E = {E:.4g} eV, stopping = {power:.4g} eV/nm")
    print(f"  loss over one spacing / E = {power*spacing/E:.3f}")
    print(f"  electronic/nuclear = {electronic(E)/(stop_unit*s_fit(e)):.3f}")
    print(f"  head-on distance = {head_on(e)*a_nm:.4f} nm")
print(f"half neighbour spacing = {spacing/2:.4f} nm")
print(f"cohesive energy (rough) = {cohesive_eV:.0f} eV, share of "
      f"crossover E = {cohesive_eV*eps_per_eV/eps_cross:.3f}")
print(f"E within 0.05 of limit = {eps_005/eps_per_eV:.3e} eV")
print(f"E within 0.01 of limit = {eps_001/eps_per_eV:.3e} eV")
print(f"thermal energy kT at {temperature:.0f} K = {thermal_eV:.4f} eV")
print("tests ok")
```

It prints:

```
limiting exponent 1-q = 0.78774
limiting prefactor c/(2B) = 43.085
h = 1/2-q = 0.28774, 1/h = 3.4754
crossover eps_cross = 8.505e-05
midpoint exponent = 0.6439
full-fit exponent at crossover = 0.6290
full fit has midpoint exponent at eps = 5.039e-05
within 0.05 of limit: eps, full fit = 3.648e-07
within 0.05 of limit: eps, formula = 3.770e-07
within 0.01 of limit: eps, full fit = 8.164e-10
within 0.01 of limit: eps, formula = 8.175e-10
largest root share at eps_p = 2.041e-03
largest root share of D = 0.6130
exponent at eps_p = 0.4988
exponent change per decade at eps_p = -0.1309
s / pure root law at eps_p = 0.6123
upper end of root region C^2 = 3.8389e-02
exponent 0.55 at eps = 7.449e-04, 0.45 at eps = 4.480e-03
eps, s from fit, s from scattering, ratio fit/scattering:
  1.000e+00  3.1428e-01  3.1183e-01  1.008
  1.000e-01  3.1696e-01  3.1735e-01  0.999
  1.000e-02  1.6374e-01  1.6390e-01  0.999
  8.505e-05  1.3086e-02  1.3068e-02  1.001
  8.164e-10  2.8833e-06  1.8123e-06  1.591
  1.000e-12  1.5107e-08  4.7892e-09  3.154
scattering exponent at eps 8.50e-05 = 0.6263
scattering exponent at eps 1.00e-12 = 0.9038
scattering exponent at eps 1.00e-20 = 0.9481
scattering s / hard-sphere s at 1e-20 = 1.0115
Ir: Z = 77, mass = 192.22 u, lattice = 0.384 nm (rough)
Ir screening length = 0.00863 nm
Ir eps per eV = 5.0519e-07
Ir stopping unit = 462.73 eV nm^2
Ir atom density = 70.64 nm^-3, spacing = 0.2715 nm
crossover: E = 168.3 eV, stopping = 427.8 eV/nm
  loss over one spacing / E = 0.690
  electronic/nuclear = 0.106
  head-on distance = 0.1418 nm
root peak: E = 4041 eV, stopping = 2627 eV/nm
  loss over one spacing / E = 0.177
  electronic/nuclear = 0.084
  head-on distance = 0.0698 nm
root upper end: E = 7.599e+04 eV, stopping = 8383 eV/nm
  loss over one spacing / E = 0.030
  electronic/nuclear = 0.114
  head-on distance = 0.0271 nm
half neighbour spacing = 0.1358 nm
cohesive energy (rough) = 7 eV, share of crossover E = 0.042
E within 0.05 of limit = 7.220e-01 eV
E within 0.01 of limit = 1.616e-03 eV
thermal energy kT at 300 K = 0.0259 eV
tests ok
```
